# Surface bands of ABC-stacked graphene from a dimerized chain, part 2

How well does the power law $(\hbar vk)^N/\gamma_1^{N-1}$ describe the two low-energy bands $\pm|E|$ of $N$ ABC-stacked graphene layers? For $N=5$, $\gamma_1=400$ meV and $\hbar vk=0.8\,\gamma_1$ it gives 131 meV, whereas diagonalizing the Hamiltonian gives 58 meV.

The model has only two hoppings: $-\gamma_0$ between neighbours within a layer, and $\gamma_1>0$ on vertical bonds from $B_l$ to $A_{l+1}$. Layer $l$ has sites $A_l$, $B_l$ with amplitudes $\alpha_l$, $\beta_l$. Each layer is displaced from the one before by $\boldsymbol\delta_1$, and $3\boldsymbol\delta_1$ is a lattice vector. With lattice constant $a$, the vectors from A to its B neighbours are $\boldsymbol\delta_1=(0,a/\sqrt3)$ and $\boldsymbol\delta_{2,3}=(\pm a/2,-a/(2\sqrt3))$.

At the full wave vector $\mathbf p=\mathbf K+\mathbf k$, with $\mathbf K=(4\pi/3a,0)$, the matrix element from $B_l$ to $A_l$ is

$$z(\mathbf p)=-\gamma_0\sum_{j=1}^{3}e^{i\mathbf p\cdot\boldsymbol\delta_j}=ue^{-i\varphi}.$$

Near $\mathbf K$, $u=\hbar vk$, $\hbar v=\sqrt3\,a\gamma_0/2$ and $\varphi$ is the polar angle of $\mathbf k$. The amplitudes obey

$$E\alpha_l=z\beta_l+\gamma_1\beta_{l-1},\qquad E\beta_l=z^*\alpha_l+\gamma_1\alpha_{l+1},$$

with $\beta_0=\alpha_{N+1}=0$. Removing the phase leaves an open chain with alternating real bonds $u$ and $\gamma_1$.

Let $r=u/\gamma_1$. For $r<N/(N+1)$ there is one pair of surface levels, with $\kappa>0$ given by

$$r=\frac{\sinh N\kappa}{\sinh((N+1)\kappa)},\qquad |E|=\gamma_1\frac{\sinh\kappa}{\sinh((N+1)\kappa)}.\tag{7}$$

At the boundary $r=N/(N+1)$, $|E|=\gamma_1/(N+1)$. All other levels are extended, with real $q$ between 0 and $\pi$, and satisfy $|E|>|\gamma_1-u|$. Expanding (7) gives

$$|E|\simeq\gamma_1r^N(1-r^2)\left\{1+r^{2N}\left[N-(N+1)r^2\right]\right\}.\tag{8}$$

The conditions for (8) are $N(1-r^2)r^{2N}\ll1$ and $r^{2N}\ll1$.

The five-layer example has $N=5$, $r=0.5$, $v=10^6$ m/s, $\gamma_1=400$ meV and $a=0.25$ nm, hence $u=200$ meV and $k=0.304$ nm$^{-1}$. Its surface levels are $\pm9.41$ meV.

### Two limits that should be kept apart

In the first limit $N$ is fixed and $k\to0$. Equation (8) reduces to

$$|E|\to\gamma_1r^N=\frac{(\hbar vk)^N}{\gamma_1^{N-1}}.\tag{9}$$

This is the power law. For $N\ge2$ the first relative correction is $-r^2$, since the term in braces starts at order $r^{2N}$, which is $r^4$ or higher. For a single layer the braces contribute $+r^2$ at this order. The two corrections cancel, as they should for a layer whose energy is $u$.

In the second limit $r<1$ is fixed and $N$ grows. Now $Nr^{2N}\to0$ and

$$|E|\to\gamma_1r^N(1-r^2).\tag{10}$$

The factor $1-r^2$ does not go away, however thick the stack. Relative to the true energy, the power law is too large by

$$\frac{1}{1-r^2}-1=\frac{r^2}{1-r^2}.$$

The surface energies at $r=0.5$, in meV, show how quickly this limit is reached:

| $N$ | from (7) | from (9) | from (10) |
|---|---|---|---|
| 2 | 82.8 | 100.0 | 75.0 |
| 3 | 38.8 | 50.0 | 37.5 |
| 5 | 9.41 | 12.50 | 9.38 |
| 8 | 1.172 | 1.563 | 1.172 |

For five layers the excess of the power law over the true energy is 32.9 %, close to the limiting value $0.25/0.75=33.3$ %. At $r=0.1$ it is 1.0 %, and at $r=0.3$ it is 9.9 %. With an error of ten per cent allowed, the power law thus serves for five layers up to about $r=0.3$.

### What happens near the boundary

At finite $N$ the surface pair ends at $r=N/(N+1)$, inside the circle $r=1$. The boundary moves out to the circle as $N\to\infty$. At the boundary the true energy is $\gamma_1/(N+1)$, whereas the power law gives

$$\gamma_1\left(\frac{N}{N+1}\right)^N=\gamma_1\left(1+\frac1N\right)^{-N},$$

which tends to $\gamma_1/e$. The ratio of the two therefore grows in proportion to $N$ for thick stacks. With $\gamma_1=400$ meV the boundary energies are 66.7 meV for $N=5$ and 36.4 meV for $N=10$. The power law gives 161 and 154 meV.

Equation (10) also fails there. At the boundary $r^{2N}$ tends to $e^{-2}$ and $N(1-r^2)$ tends to 2 for large $N$, so $N(1-r^2)r^{2N}$ tends to $2e^{-2}\simeq0.27$ and does not become small. Since $r^N\to1/e$ and $(N+1)(1-r^2)\to2$, equation (10) tends to $2/e\simeq0.74$ times the true value $\gamma_1/(N+1)$. The case in the opening paragraph, $N=5$ and $r=0.8$, lies close to the boundary at 0.833. There $N(1-r^2)r^{2N}=0.19$, and equation (10) gives $131\times0.36=47$ meV instead of 58 meV. In this region equations (7) should be used as they stand. They require the solution of one equation for $\kappa$.

Nothing abrupt happens to the energy at the boundary. The level passes continuously from the surface form into the extended form. What changes is the wave function, from hyperbolic sines to ordinary ones.

### A check by determinants

The power law can be found without solving the chain. Order the sites so that all A sites come first. The Hamiltonian is then

$$H=\begin{pmatrix}0&D\\D^{T}&0\end{pmatrix},\qquad D_{ll}=u,\quad D_{l+1,l}=\gamma_1,$$

and all other elements of $D$ vanish. The square of $H$ has the block $DD^T$ on the A sites, whose eigenvalues are the $N$ values of $E^2$. Their product is $(\det D)^2$. As $D$ is triangular, $\det D=u^N$, and so

$$\prod_{j=1}^{N}|E_j|=u^N.$$

For $u\to0$, $DD^T$ tends to a diagonal matrix with one element zero and $N-1$ elements $\gamma_1^2$. Thus $N-1$ of the positive levels tend to $\gamma_1$, and the remaining one must tend to $u^N/\gamma_1^{N-1}$.

For the five-layer example, the product of the positive levels is

$$9.407\times283.4\times407.4\times510.5\times577.1\simeq3.20\times10^{11}\ \text{meV}^5,$$

which agrees with $200^5=3.2\times10^{11}$.

### The surface mode of a thick stack

Consider a stack that begins with layer 1 and has no end. Seek a state of zero energy that lives on the A sites. The equation at each $B_l$ is

$$z^*\alpha_l+\gamma_1\alpha_{l+1}=0,\qquad\text{so}\qquad \alpha_l=\left(-\frac{z^*}{\gamma_1}\right)^{l-1}$$

with $\alpha_1=1$. The equations at the A sites are satisfied because the B amplitudes vanish. The weight on layer $l$ is $r^{2(l-1)}$, and its sum over all layers is finite if and only if $r<1$.

This is the meaning of the circle $\hbar vk=\gamma_1$. Inside it, the half-infinite stack has a surface state of zero energy at every $k$, which amounts to a flat band. Outside it, the same recursion produces an amplitude that does not decay, and there is no such state. A zero mode on the B sites is impossible at this surface, for the following reason. If $u>0$, the equation at $A_1$ demands $\beta_1=0$, and the following equations then remove all the other B amplitudes. If $u=0$, the equation at each $A_{l+1}$ reads $\gamma_1\beta_l=0$ and removes them directly.

The physical cause is the competition between the two bonds at each inner site. At $k=0$ the bond $u$ is absent. The site $A_1$ is then isolated, while all the other sites of the half-infinite stack are bound in vertical pairs with energies $\pm\gamma_1$. A weak bond $u$ lets the electron leak inwards, and its amplitude falls by the factor $r$ per layer. When $u$ reaches $\gamma_1$, the leak is as strong as the pairing, and the state is no longer bound to the surface.

The amplitude decays over $1/\ln(1/r)$ layers. At the finite-$N$ boundary $r=N/(N+1)$ this length is $1/\ln(1+1/N)$, or about $N$ layers. The surface pair is thus lost when the decay length becomes comparable with the thickness.

Chains of 40 layers show both sides of the circle. At $r=0.7$ the lowest positive level is $1.3\times10^{-4}$ meV and the next is 123 meV, just above $\gamma_1-u=120$ meV. At $r=1.2$ the lowest is 85 meV, above $u-\gamma_1=80$ meV.

### How the two surfaces couple

In a finite stack, the mode that starts on $A_1$ fails the zero-energy equation at one site, $B_N$. There the term $z^*\alpha_N$ has no partner to cancel it. The corresponding mode from the other surface lives on the B sites. The equations at $A_2,\dots,A_N$ give

$$z\beta_l+\gamma_1\beta_{l-1}=0,\qquad \beta_l=\left(-\frac z{\gamma_1}\right)^{N-l},$$

with $\beta_N=1$. It fails at $A_1$, where $z\beta_1$ is left over.

Both modes have the same squared norm,

$$Z=\sum_{l=1}^{N}r^{2(l-1)}=\frac{1-r^{2N}}{1-r^2}.$$

Acting with $H$ on the B mode leaves an amplitude at $A_1$ and nowhere else. Since $\alpha_1=1$, the matrix element between the normalized modes is

$$\frac{z\beta_1}{Z}=\frac1Z\,(-1)^{N-1}\frac{z^N}{\gamma_1^{N-1}}.\tag{11}$$

The diagonal elements vanish, because $H$ connects A sites to B sites and not to one another. In the space of the two surface modes, the energies are therefore

$$\pm\frac{u^N}{\gamma_1^{N-1}}\,\frac{1-r^2}{1-r^{2N}}.$$

This is a projection, so it neglects the coupling of the surface modes to the remaining states. Expanding $1/(1-r^{2N})\simeq1+r^{2N}$ and comparing with equation (8) shows that the true energy is larger by the relative amount $r^{2N}[N-1-(N+1)r^2]$, to first order in $r^{2N}$. This estimate is subject to the conditions for equation (8). Near the boundary it fails even in sign: for five layers at $r=0.82$ the bracket is negative, while the true energy exceeds the projected one by 12 %. For five layers at $r=0.5$ the projection gives $12.5\times0.75/(1-2^{-10})=9.38$ meV, against the full result of 9.41 meV.

The origin of both factors in equation (10) is now visible. The power $u^N/\gamma_1^{N-1}$ comes from a path through the whole stack, which uses $N$ bonds $u$ and $N-1$ bonds $\gamma_1$. The factor $1-r^2$ is the limit of $1/Z$ for a thick stack, which is the weight of a surface mode on its outermost site. For ten layers at $r=0.5$, the weight of the surface state on $A_1$ and $B_N$ together is 0.750, in agreement with $1-0.25$.

### The two-band Hamiltonian and its phase

For small $r$, $Z$ tends to one. In the basis $(A_1,B_N)$ the surface bands are then described by

$$H_{\rm eff}=(-1)^{N-1}\frac{(\hbar vk)^N}{\gamma_1^{N-1}}\begin{pmatrix}0&e^{-iN\varphi}\\e^{iN\varphi}&0\end{pmatrix}.$$

The chain with real bonds gives the energies but hides this phase. When $\mathbf k$ goes once around $\mathbf K$, the phase of the upper right element changes by $-2\pi N$. The program tests this winding on the full lattice for two to five layers.

At the opposite corner $-\mathbf K$ the sense is reversed. From the definition of $z$ follows $z(-\mathbf p)=z(\mathbf p)^*$. Near $-\mathbf K$ this gives $z=-\hbar v(k_x+ik_y)$, so the phase of $z^N$ changes by $+2\pi N$.

### Density of states

The flattening of the surface bands with increasing $N$ has a direct effect on the density of states. In the range of the power law, write $E=Ck^N$ for the upper band. One valley and one spin contribute $k^2/4\pi$ states per area up to wave number $k$. The density per energy is

$$g(E)=\frac{k}{2\pi}\frac{dk}{dE}=\frac{k^2}{2\pi NE}\propto E^{2/N-1}.$$

For one layer it vanishes linearly at $E=0$, for two layers it is constant, and for three or more it diverges. In that last case, weak effects outside the model can matter at low energy.

### Limits of the linear dispersion

The chain holds throughout the zone, but $u=\hbar vk$ is the first term of an expansion. For $\mathbf k$ along $x$, the second-order term of $\sum_je^{i\mathbf p\cdot\boldsymbol\delta_j}$ is

$$-\frac12\,\frac{a^2k_x^2}{4}(\omega+\omega^*)=\frac{a^2k_x^2}{8},\qquad \omega=e^{2\pi i/3}.$$

The first-order term is $-\frac{\sqrt3}{2}ak_x$. Together they give

$$u\simeq\hbar v|k_x|\left(1-\frac{ak_x}{4\sqrt3}\right).$$

At $k_x=\pm0.304$ nm$^{-1}$ and $a=0.25$ nm, this changes $u$ by $\mp1.1$ %. The surface energy responds more strongly. From equation (10),

$$\frac{d\ln|E|}{d\ln r}=N-\frac{2r^2}{1-r^2},$$

which is $5-0.67=4.33$ for the five-layer example. The expected change is $\mp4.8$ %. The full lattice gives 8.96 meV along $+x$ and 9.85 meV along $-x$, which are $-4.8$ % and $+4.8$ % relative to the value for linear dispersion. This is the anisotropy of the two-hopping model alone, and it should not be read as that of a real stack. A skew hopping of 300 meV between $A_l$ and $B_{l+1}$, which the model leaves out, makes the same level vary with direction between about 3 and 18 meV.

### What lies outside the model

A potential $V_l$ on layer $l$ gives the surface modes diagonal energies. To first order, the mode on the A sites is shifted by $\sum_lV_lr^{2(l-1)}/Z$, and the other mode by the mirror-image average. At $k=0$ the two averages reduce to $V_1$ and $V_N$. If these differ, a gap opens at $k=0$, where the power law would let the bands touch.

Further hoppings can also provide shorter paths between the surfaces. In a trilayer, $A_1$ and $B_3$ lie on one vertical line, because $3\boldsymbol\delta_1$ is a lattice vector. A direct hopping $t'$ between them adds $t'/Z$ to the matrix element (11) between the two modes, and this tends to the constant $t'$ as $k\to0$. However small $t'$ is, it exceeds $u^3/\gamma_1^2$ close enough to $\mathbf K$. On a circle that small the phase of the matrix element no longer winds, and the change by $-6\pi$ is found only on larger circles. For the power law to hold, $k$ must then be large enough for the path through the chain to dominate, $r^3\gg|t'|/\gamma_1$, and small enough for $r^2\ll1$. Both conditions can be met only if $|t'|$ is very small compared with $\gamma_1$. With $|t'|=10$ meV and $\gamma_1=400$ meV, for example, the path through the chain is ten times as strong as $t'$ only at $r=0.63$, where $r^2=0.40$ is no longer small. Hoppings between like sublattices of adjacent layers break the pairing of $E$ with $-E$ as well. One of 44 meV moves the levels $\pm9.4$ meV of the five-layer example to about $-6.5$ and $+12$ meV. Whether a real stack has a range in which the power law is accurate therefore depends on its further hoppings, and the energies computed here are those of the two-hopping model.

## Values computed for the example and the checks

```
velocity v = 1.0e+06 m/s
gamma1 = 400.0 meV
lattice constant a = 0.25 nm
hbar*v = 658.21 meV nm
gamma0 from v and a = 3040.2 meV
circle radius gamma1/(hbar v) = 0.6077 1/nm
Example: N = 5, r = 0.5, k = 0.3039 1/nm
u = 200.0 meV
gamma1 - u = 200.0 meV
kappa = 0.692409 per layer; ln(1/r) = 0.693147
real q (rad): 0.5895 1.1824 1.7849 2.4158
positive levels (meV): 9.407 283.419 407.436 510.479 577.054
surface-state weight by layer: 0.3780 0.0991 0.0459 0.0991 0.3780
Surface energy at r = 0.5, in meV: exact, power law, corrected law
N=2: 82.8427, 100.0000, 75.0000
N=3: 38.7873, 50.0000, 37.5000
N=4: 18.9575, 25.0000, 18.7500
N=5: 9.4073, 12.5000, 9.3750
N=6: 4.6924, 6.2500, 4.6875
N=8: 1.1720, 1.5625, 1.1719
Surface energy for N = 5, in meV: exact, power law, excess of law
r=0.1, k=0.0608 1/nm: 0.00396, 0.00400, 1.01 %
r=0.2, k=0.1215 1/nm: 0.12288, 0.12800, 4.17 %
r=0.3, k=0.1823 1/nm: 0.88454, 0.97200, 9.89 %
r=0.5, k=0.3039 1/nm: 9.40734, 12.50000, 32.87 %
r=0.7, k=0.4254 1/nm: 36.70223, 67.22800, 83.17 %
r=0.8, k=0.4862 1/nm: 58.41065, 131.07200, 124.40 %
Boundary of surface pair: r, k in 1/nm, exact E and power law in meV
N=2: 0.6667, 0.4051, 133.33, 177.78
N=3: 0.7500, 0.4558, 100.00, 168.75
N=5: 0.8333, 0.5064, 66.67, 160.75
N=10: 0.9091, 0.5525, 36.36, 154.22
Full lattice, N = 5, k at r = 0.5: surface energy in meV
direction +x: 8.9550 (-4.81 % from linear)
direction -x: 9.8548 (+4.76 % from linear)
phase winding around K: N=2: -2.000, N=3: -3.000, N=4: -4.000, N=5: -5.000
end-site weight, N = 10, r = 0.5: 0.75001
N = 40, r = 0.7: lowest two levels 1.299e-04, 123.19 meV
N = 40, r = 1.2: lowest level 85.47 meV
```
